Error bound for uniform k-mesh averages of analytic periodic functions

Appendix: the error of a uniform k-mesh for an analytic periodic integrand

A.1 What symmetry fixes

Let k = κa be the wave number κ times the lattice constant a, so that k is dimensionless and any quantity f(k) of a one-dimensional crystal has period 2π. The zone mean and its mesh value with offset θ are

I = (1/2π) ∫₀^{2π} f(k) dk,  I_N(θ) = (1/N) Σ_{j=0}^{N−1} f(θ + 2πj/N).

For periodic f this equal-weight sum is the trapezoidal rule; the end point θ + 2π is the point j = 0 and is not counted twice. A translation by 2π/N maps the mesh onto itself, so nothing changes if f is replaced by its average over mesh translations,

F(u) = (1/N) Σ_j f(u/N + 2πj/N).

F has period 2π in u, its mean over u is I, and I_N(θ) = F(Nθ). If f is analytic for |Im k| < h and |f| ≤ M there, F is analytic for |Im u| < hN and |F| ≤ M. The N-point problem is a one-point problem in a strip N times wider. The error is linear in f and carries the unit of f, so a bound has the form M φ(hN). In dimensional terms hN = ηL, with η = h/a an inverse decay length and L = Na the length of the ring that the mesh represents.

A.2 The bound

Assume that f is 2π-periodic, analytic in the open strip |Im k| < h, and |f| ≤ M in that strip. Then for every N ≥ 1 and every real θ

|I_N(θ) − I| ≤ 2M/(e^{hN} − 1).  (1)

The error is that of the mean; for the integral over the zone the bound is 4πM/(e^{hN} − 1).

Step 1, contour shift. Define c_n = (1/2π) ∫₀^{2π} f(x) e^{−inx} dx, so that c₀ = I. The function f(k)e^{−ink} is analytic on the rectangle with corners 0, 2π, 2π + iy, iy when |y| < h, so its integral round the rectangle vanishes. The two vertical sides carry equal values by periodicity and are run in opposite directions, so they cancel, and the two horizontal integrals are equal. With e^{−in(x+iy)} = e^{−inx} e^{ny},

c_n = e^{ny} (1/2π) ∫₀^{2π} f(x + iy) e^{−inx} dx.  (2)

Step 2, decay. The integrand in (2) has modulus at most M. Choosing y = −h′ for n > 0 and y = +h′ for n < 0, with 0 < h′ < h, gives |c_n| ≤ M e^{−|n|h′}. The left side does not depend on h′, so h′ → h is allowed:

|c_n| ≤ M e^{−|n|h}.  (3)

No value of f on the edge of the strip is used, so f may have branch points there if it stays bounded. By (3) the series Σ c_n e^{inx} converges absolutely and uniformly. Its sum is continuous and has the same coefficients as f, so it equals f, and terms may be reordered.

Step 3, the mesh sum of one harmonic. With w = e^{2πin/N},

(1/N) Σ_j e^{in(θ + 2πj/N)} = e^{inθ} (1/N) Σ_{j=0}^{N−1} w^j.

If N divides n, w = 1 and the result is e^{inθ}. Otherwise the sum is (w^N − 1)/(w − 1) = 0, because w^N = 1 and w ≠ 1.

Step 4, aliasing. Only n = mN survives, and m = 0 gives I:

I_N(θ) − I = Σ_{m≠0} c_{mN} e^{imNθ}.  (4)

Step 5. The phases have modulus one, and m and −m have the same bound (3). With s = e^{−hN} < 1,

|I_N − I| ≤ 2M Σ_{m≥1} s^m = 2M s/(1 − s) = 2M/(e^{hN} − 1).

A.3 What can and cannot be relaxed

The constant 2 cannot be lowered for the whole class at large hN. Since |cos(x + iy)|² = cos²x + sinh²y ≤ cosh²y, the function f = M cos(Nk)/cosh(Nh) is bounded by M in the strip. Its mean is zero and it equals M/cosh(Nh) at every point of the mesh θ = 0. The ratio of error to bound is (e^{hN} − 1)/(e^{hN} + e^{−hN}), which tends to 1; it is 0.998 for N = 10 and h = 0.6424. This f is chosen anew for each N. A fixed f can stay far below (1).

Analyticity in the whole strip is needed; a finite maximum on a distant line is not enough. Take A > B > 0 and set cosh h₀ = A/B, r = e^{−h₀}, z = e^{ik}, C² = B/(2r). From (1 + rz)(1 + r/z) = 1 + r² + 2r cos k and (1 + r²)/(2r) = cosh h₀,

A + B cos k = C² (1 + rz)(1 + r/z),  C²(1 − r²) = B(1/r − r)/2 = B sinh h₀.  (5)

The zeros z = −r and z = −1/r lie at k = π ± ih₀. For f = 1/(A + B cos k), multiplying the two geometric series gives c_n = C⁻² Σ_{m≥0} (−r)^{2m+|n|} = (−r)^{|n|}/(B sinh h₀), and (4) for even N and θ = 0 gives the exact error 2/[B sinh h₀ (e^{h₀N} − 1)]. On a line y > h₀ the circle |z| = e^{−y} is smaller than r, dx = dz/(iz), and the mean along the line is (1/2πi)∮dz/[C²(1 + rz)(z + r)] = 0, since both poles are outside the circle. Step 1 fails there. With the A and B of A.6 the true mean is 0.7576 eV⁻² and the error at N = 20 is 3.99×10⁻⁶ eV⁻², while (1) misapplied with h = 1.5h₀ and the maximum on that line gives 1.54×10⁻⁸ eV⁻².

A kink gives a power law. If f′ jumps by J at k_c, f″ contains Jδ(k − k_c), and two integrations by parts give c_n[f″] = −n² c_n[f], so c_n ≈ −J e^{−ink_c}/(2πn²) at large n. Equation (4) then gives an error of order N⁻².

A.4 Offsets, rings and product meshes

A state on a ring of N cells with ψ_{j+N} = e^{iNθ}ψ_j and Bloch form e^{ikj} needs e^{ikN} = e^{iNθ}, that is k = θ + 2πj/N. The mesh value of the occupied band energy is thus the energy per cell of a twisted ring, and the terms of (4) come from going m times round it.

If f is even, c_{−n} = c_n and (4) becomes 2Σ_{m≥1} c_{mN} cos(mNθ). The half shift θ = π/N reverses the leading term. The quarter shift θ = π/(2N) has cos(mπ/2) = 0 for odd m and (−1)^l for m = 2l, leaving 2Σ_l (−1)^l c_{2lN}. This is the error of the half-shifted 2N mesh, and it obeys (1) with 2N in place of N. It matches what the half-shifted 2N mesh gives when reduced by k → −k, and in general it fails if f is not even.

In d dimensions let k_i be the reduced coordinates, and let f be analytic with |f| ≤ M when |Im k_i| < h_i for all i at once. Shifting one variable after another gives |c_n| ≤ M exp(−Σ_i h_i|n_i|), Step 3 factorizes, and the surviving indices are n_i = m_iN_i. Each sum over m_i is 1 + 2/(e^x − 1) = (e^x + 1)/(e^x − 1) = coth(x/2) with x = h_iN_i. Removing the term m = 0,

|I_{N₁…N_d} − I| ≤ M [Π_i coth(h_iN_i/2) − 1].  (6)

For f = √(3 + cos k₁ + 0.8 cos k₂) eV a common width satisfies cosh h = 3/1.8, so h = 1.0986 and M = √6 = 2.449 eV. On the 6×6 mesh the bound is 1.35×10⁻² eV and the error is −4.8×10⁻⁶ eV. Part of the slack comes from the common width: the aliases (mN, 0) need a shift of k₁ alone, which is allowed up to cosh h₁ = 3 − 0.8 = 2.2, and the aliases (0, mN) up to cosh h₂ = (3 − 1)/0.8 = 2.5.

A.5 Why a gap supplies the strip

The argument holds for independent particles with a fixed Bloch matrix of finite range, H(k) = Σ_R H_R e^{ikR}, H_{−R} = H_R†, with N_occ bands separated from the rest by a global gap g > 0, the lowest empty level minus the highest occupied level taken over all k (a direct gap at each k alone does not give the fixed contour used below; the sum of the N_occ lowest bands at each k is then still analytic in a strip, with a contour chosen near each x, but if the bands overlap in energy that sum is not the zero-temperature occupied sum). H is continued to complex k through this sum and not by Hermitian conjugation, so H(x + iy) is not Hermitian. The norm is the largest singular value. Since |e^{iR(x+iy)} − e^{iRx}| = |e^{−Ry} − 1|, and the pair ±R contributes (e^{R|y|} − 1) + (1 − e^{−R|y|}), the change δH = H(x + iy) − H(x) obeys

‖δH‖ ≤ δ(y) = 2 Σ_{R>0} ‖H_R‖ sinh(R|y|).  (7)

Let Γ be a fixed counterclockwise contour in the energy plane round the occupied bands, crossing the real axis at mid-gap and at distance at least g/2 from every eigenvalue at real k. For ζ on Γ, G₀ = (ζ − H(x))⁻¹ has norm at most 2/g because H(x) is Hermitian. Write ζ − H(x + iy) = (ζ − H(x))(1 − G₀δH). If δ < g/2 the series Σ(G₀δH)^p converges, and

‖(ζ − H(k))⁻¹‖ ≤ (2/g)/(1 − 2δ/g) = 1/(g/2 − δ).

The entries of G = (ζ − H(k))⁻¹ are cofactors divided by a determinant that does not vanish on Γ, so they are analytic in k, and so are

P(k) = (1/2πi) ∮_Γ G dζ,  Tr PH = (1/2πi) ∮_Γ ζ Tr G dζ.

The second form uses ζG = 1 + HG and ∮dζ = 0. Because Tr G = d ln det(ζ − H)/dζ = Σ_λ 1/(ζ − λ), Tr P counts the enclosed eigenvalues and Tr PH adds them. The count is an integer that is continuous in y, so it stays N_occ. The same series converges at any ζ farther than δ from the spectrum of H(x), so each eigenvalue lies within δ of a real band energy ε. Therefore (1) applies to the occupied band sum for any h with δ(h) ≤ g/2, and

M ≤ N_occ (max|ε| + δ(h)).

This h is a guaranteed width, not the distance to the nearest singularity. For a random four-band model with gap 2.62 eV the numerical check takes h = 0.815 and M = 7.19 eV; at N = 10 the bound is 4.15×10⁻³ eV and the error at θ = 0.2 is 6.4×10⁻⁹ eV.

The analytic object is the sum over all occupied bands. A band labelled by energy order has a kink where it crosses another band of different slope, and its mean then converges only as N⁻². The argument does not cover a metal at zero temperature, where the occupation cuts a band, nor an integrand with a Coulomb singularity at real wave vector such as unscreened exchange, nor the change of H itself with the mesh in a self-consistent calculation.

A.6 Worked example: the Rice–Mele chain

The chain has two sites A and B per cell, site energies ±Δ and alternating hoppings, with round values t₁ = 1.2 eV, t₂ = 0.8 eV, Δ = 0.5 eV. Energies are per cell and spin, with the lower band filled.

H(k) = [[Δ, t₁ + t₂e^{−ik}], [t₁ + t₂e^{ik}, −Δ]].

Multiplying out, H² = [Δ² + (t₁ + t₂e^{−ik})(t₁ + t₂e^{ik})]·1 = (A + B cos k)·1, also for complex k. The bands are ±E with E = √(A + B cos k), A = Δ² + t₁² + t₂² = 0.25 + 1.44 + 0.64 = 2.33 eV² and B = 2t₁t₂ = 1.92 eV². The gap is at k = π: g = 2√(A − B) = 2√0.41 = 1.2806 eV.

Strip. By (5) the branch points are at π ± ih₀ with cosh h₀ = 2.33/1.92 = 1.213542, so h₀ = 0.642412, r = 0.526022 and sinh h₀ = 0.687520. The decay length is 1/h₀ = 1.56 cells, and the factor e^{−h₀N} gains h₀/ln 10 = 0.279 digits per k-point. From cosh h₀ − 1 = 2 sinh²(h₀/2) = (A − B)/B = (g/2)²/(2t₁t₂),

sinh(h₀/2) = g/(4√(t₁t₂)),

so h₀ ≈ g/(2√(t₁t₂)) for a small gap, and exponential convergence requires N well above 1/h₀. Here δH has only the off-diagonal entries t₂e^{−ix}(e^y − 1) and t₂e^{ix}(e^{−y} − 1), so ‖δH‖ = t₂(e^{|y|} − 1) exactly. Setting this to g/2 gives the guaranteed width h* = ln(1 + g/2t₂) = ln(1 + 0.6403/0.8) = 0.5880, below h₀. For Δ = 0 and t₁ > t₂, g/2 = t₁ − t₂ gives e^{h*} = t₁/t₂, and cosh h₀ = (t₁/t₂ + t₂/t₁)/2 gives e^{h₀} = t₁/t₂: the two coincide.

Band energy, f = −E. For |y| < h₀, Re(A + B cos k) = A + B cos x cosh y ≥ A − B cosh y > 0, so the principal root is analytic. Also |A + B cos k| ≤ A + B cosh y < 2A. Hence h = h₀ is allowed, with M = √(2A) = √4.66 = 2.158703 eV. Writing cos k = 1 − 2 sin²(k/2) gives A + B cos k = (A + B)(1 − m sin²(k/2)) with m = 2B/(A + B) = 3.84/4.25 = 0.903529. With φ = k/2 and the complete elliptic integral 𝐄(m) = ∫₀^{π/2} √(1 − m sin²φ) dφ = 1.101872,

I = −(2/π) √(A + B) 𝐄(m) = −(2/π) × √4.25 × 1.101872 eV = −1.446125 eV.

The extra digits serve only to resolve mesh errors.

True error. In the strip |rz| < 1 and |r/z| < 1, and E = C(1 + rz)^{1/2}(1 + r/z)^{1/2}, because both sides are analytic, have equal squares by (5) and are positive on the real axis. Let b_n be the coefficients of (1 + u)^{1/2} = Σ b_n uⁿ. The coefficient of zⁿ in E is

c_n[E] = C Σ_{m≥0} b_{m+n} b_m r^{2m+n}.

The ratio b_{n+1}/b_n = (1/2 − n)/(n + 1) has modulus below 1 and equals −1 + 3/(2n + 2). So b_{m+n}/b_n → (−1)^m, the limit may be taken term by term since Σ|b_m|r^{2m} converges, and Σ b_m(−r²)^m = √(1 − r²). With C√(1 − r²) = √(B sinh h₀) from (5), c_n[E] ≈ b_n rⁿ √(B sinh h₀). The recursion gives b_n = (−1)^{n−1} γ_n/(2n − 1), γ_n = (2n)!/(4ⁿ n!²), and Stirling's formula gives γ_n ≈ 1/√(πn), so b_n ≈ (−1)^{n−1}/(2√π n^{3/2}). For θ = 0 the error of f = −E is −2c_N[E], up to terms smaller by e^{−h₀N}:

I_N − I ≈ (−1)^N √(B sinh h₀/π) N^{−3/2} e^{−h₀N},  (8)

with relative corrections of order 1/N from both approximations. The prefactor is √(1.92 × 0.687520/π) = 0.648214 eV. The sign is positive for even N, when the mesh contains k = π, the top of the band.

For N = 8, h₀N = 5.1393 and e^{h₀N} = 170.6. The bound is 2 × 2.158703/169.6 = 2.546×10⁻² eV. Equation (8) gives 0.648214/(22.63 × 170.6) = 1.679×10⁻⁴ eV. The direct sum gives I₈ = −1.445943 eV, an error of +1.822×10⁻⁴ eV = 0.18 meV, which is 1.3×10⁻⁴ of |I|.

N    error (eV)    Eq. (8)       bound (1)
4    +7.44×10⁻³   +6.20×10⁻³   3.58×10⁻¹
5    −2.61×10⁻³   −2.33×10⁻³   1.81×10⁻¹
8    +1.82×10⁻⁴   +1.68×10⁻⁴   2.55×10⁻²
16   +3.62×10⁻⁷   +3.48×10⁻⁷   1.48×10⁻⁴
24   +1.14×10⁻⁹   +1.11×10⁻⁹   8.70×10⁻⁷

The ratio of the error to (8) is 1.0264 at N = 25 and 1.0066 at N = 100, its excess over 1 falling as 1/N. The bound has the right exponent but exceeds (8) by 2M N^{3/2}/0.648 eV = 6.66 N^{3/2}, about 780 at N = 24; against the true error the factor is about 760. At N = 8 the half shift gives −1.815×10⁻⁴ eV, nearly the reverse of the unshifted error, and the quarter shift gives −3.62×10⁻⁷ eV, equal to the half-shifted N = 16 error, as A.4 requires, and so nearly the reverse of the unshifted N = 16 value.

An unbounded integrand. Since H² = E², the lower projector is P = (1 − H/E)/2, and the charge imbalance per spin is q = P_BB − P_AA = Δ/E. Its mean is (2Δ/π)K(m)/√(A + B) = 0.400678 with K(m) = ∫₀^{π/2} (1 − m sin²φ)^{−1/2} dφ = 2.595012. It diverges at the branch points, so h < h₀ is needed. The modulus of A + B cos k is at least its real part, which is at least A − B cosh y, with equality at x = π, so M(h) = Δ/√(A − B cosh h). For d = h₀ − h small, A − B cosh h ≈ d B sinh h₀, and the logarithm of the bound depends on d as Nd − ½ ln d, least at d = 1/(2N). Numerical minimization gives Nd = 0.498 at N = 100. The optimized bound is then about 2Δ √(2eN/(B sinh h₀)) e^{−h₀N}. The expansion above, repeated with the coefficients (−1)ⁿγ_n of (1 + u)^{−1/2}, the factor 1/C and the sum 1/√(1 − r²), gives

q_N − q ≈ (−1)^N 2Δ e^{−h₀N}/√(πN B sinh h₀),

with prefactor 2Δ/√(πB sinh h₀) = 0.491057. Bound over error is √(2πe) N ≈ 4.1 N to leading order. At N = 24, h = 0.6220, M = 3.071, the bound is 2.02×10⁻⁶ and the error 2.00×10⁻⁸ electrons, a ratio of 101 against the estimate 99.

Closed gap. For Δ = 0 and t₁ = t₂ = t = 1 eV, E = 2t|cos(k/2)| has a kink at π and I = −4t/π = −1.273240 eV. The terms |cos(πj/N)| have period N in j, so the sum may run over |j| ≤ p, where the cosine is positive, and Σ_{|j|≤p} cos jα = sin((p + ½)α)/sin(α/2) with α = π/N. For even N, p = N/2 − 1 (the term j = N/2 is zero) and the sum is cot(π/2N); for odd N, p = (N − 1)/2 and it is 1/sin(π/2N). With cot x ≈ 1/x − x/3, 1/sin x ≈ 1/x + x/6 and I_N = −(2t/N) × sum, the error is +πt/(3N²) for even N and −πt/(6N²) for odd N at leading order. At N = 24, N² times the error is 1.0475 eV against πt/3 = 1.0472 eV.

Crossing. A decoupled third band −1.3 + 0.3 cos k (in eV) crosses the lower band at k = ±1.808, giving the lowest ordered band two kinks. Over N = 60 to 80 the largest N²|error| of the lowest ordered band is 0.98 eV, while the sum of the two occupied bands is correct to 7×10⁻¹⁶ eV, the rounding level.

A.7 Use in a code

To guarantee a tolerance τ, invert (1): N ≥ ln(1 + 2M/τ)/h. For the chain and τ = 1 meV this is ln(4318)/0.642412 = 13.03, so N = 14; for 1 µeV it is 24. The smallest N from which the true error stays below τ is 7 and 15. For the gapless chain it is 33 and 1023. These last two are odd because the even meshes 32 and 1022 just fail, with πt/(3N²) slightly above τ, while odd meshes carry half the error.

To estimate the error without knowing h, compare nested meshes of the same θ. By (4), I_N − I_{2N} is the sum over odd m, which is the leading error when e^{−hN} is small. Here I₈ − I₁₆ = −1.4459428 + 1.4461246 = 1.818×10⁻⁴ eV, against the true 1.822×10⁻⁴ eV. The estimate misleads when the odd terms vanish, as for an even f at the quarter shift.

A slope read from a logarithmic plot overestimates h₀ when a decaying power prefactor, such as the N^{−3/2} of (8), is ignored. Between N = 8 and 16, ln(1.822×10⁻⁴/3.624×10⁻⁷)/8 = 0.778; removing (3/2)ln 2/8 = 0.130 as (8) prescribes leaves 0.648, within 1% of h₀.

The numerical check that follows tests (1) to (4), (6) and (8), the resolvent bound, the ring equivalence and the failure cases against quadrature, direct sums and diagonalization.

Numbers as computed

```
t1 = 1.2 eV, t2 = 0.8 eV, Delta = 0.5 eV
A = 2.3300 eV^2, B = 1.9200 eV^2, A/B = 1.213542
gap g = 1.280625 eV
h0 = 0.642412, r = exp(-h0) = 0.526022, sinh h0 = 0.687520
1/h0 = 1.5566 cells, digits per k-point = 0.2790
guaranteed strip h* = 0.588004
M = sqrt(2A) = 2.158703 eV
m = 0.903529, E(m) = 1.10187225, K(m) = 2.59501183
band energy I = -1.4461249983 eV per cell and spin
asymptote prefactor: energy 0.648214 eV, charge 0.491057
energy: N, I_N, error, asymptote, bound (eV)
   2 -1.3509326183 +9.519e-02 +6.341e-02 1.652e+00
   4 -1.4386831853 +7.442e-03 +6.204e-03 3.580e-01
   5 -1.4487379399 -2.613e-03 -2.335e-03 1.812e-01
   6 -1.4450794414 +1.046e-03 +9.344e-04 9.344e-02
   8 -1.4459427956 +1.822e-04 +1.679e-04 2.546e-02
  12 -1.4461176133 +7.385e-06 +6.998e-06 1.938e-03
  16 -1.4461246359 +3.624e-07 +3.480e-07 1.484e-04
  24 -1.4461249971 +1.141e-09 +1.110e-09 8.696e-07
error/asymptote: N=25 1.0264, N=100 1.0066
N=8 error, half shift -1.815e-04 eV, quarter -3.624e-07 eV
mean charge imbalance q = 0.4006775452 electrons per spin
charge: N, h_opt, M(h_opt), error, asymptote, bound (electrons)
   4 0.5421 1.4377 +1.895e-02 +1.880e-02 3.714e-01
   8 0.5838 1.8454 +9.959e-04 +1.018e-03 3.490e-02
  16 0.6120 2.5301 +4.163e-06 +4.218e-06 2.828e-04
  24 0.6220 3.0707 +2.001e-08 +2.019e-08 2.021e-06
N (h0 - h_opt) at N=100: 0.4978
gapless t = 1.0 eV: I = -1.27323954 eV, pi t/3 = 1.047198 eV
  gapless N=8: error +1.640e-02 eV, N^2 error 1.04990 eV
  gapless N=16: error +4.093e-03 eV, N^2 error 1.04787 eV
  gapless N=24: error +1.819e-03 eV, N^2 error 1.04750 eV
N for 1e-03 eV: bound 14, true 7, gapless 33
N for 1e-06 eV: bound 24, true 15, gapless 1023
sharpness: error/bound of cos(Nk)/cosh(N h0), N=10: 0.99838
pole 1/E^2: mean 0.757554 eV^-2, N=20 error 3.986e-06 eV^-2
  false bound from the line 1.5 h0: 1.544e-08 eV^-2
2D: A2,B1,B2 = 3.0,1.0,0.8 eV^2, h = 1.0986, M = 2.4495 eV
  6x6 mesh: error -4.826e-06 eV, bound 1.348e-02 eV
four-band: gap 2.6239 eV, h 0.8151, M 7.1882 eV
  N=10: error 6.36e-09 eV, bound 4.15e-03 eV
crossing at k = 1.8082; over N=60..80:
  lowest band max N^2|error| 0.981 eV, sum max |error| 7e-16 eV
```
